# How degenerate electron filling limits the equilibrium density of donors: a numerical check

```python
# RESULT UNDER TEST
# Donors in equilibrium with a reservoir of activity a, all ionized, with
# their electrons in a cold parabolic band, have density
#   N = nstar * W**1.5,  W = LambertW((a/astar)**(2/3)),
#   nstar = (3 m kT/hbar^2)**1.5/(3 pi^2), astar = nstar/S * exp(h/kT).
# S: site density; m: band mass; h: free energy of ionized donor plus an
# electron at the band edge, relative to the reservoir at a=1, without mixing.
# Leading form: N = [2 m kT ln(a/astar)/hbar^2]**1.5/(3 pi^2).
# Internal units: eV, angstrom, kelvin.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln, lambertw

pi = np.pi
kB = sc.k / sc.e
hb2_2m = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e20
coulomb = sc.e / (4 * pi * sc.epsilon_0) * 1e10

# Rough CdTe-like band parameters; h and vacancy energy are chosen values.
mass, hole_mass, gap, eps, lattice = 0.10, 0.60, 1.50, 10.0, 6.48
temp, h, vacancy_h = 600.0, -0.10, 1.00
kT = kB * temp
S = 4 / lattice**3
C = hb2_2m / mass
nstar = (1.5 * kT / C)**1.5 / (3 * pi**2)
astar = nstar / S * np.exp(h / kT)
Nc = 2 * (kT / (4 * pi * C))**1.5


def fermi_energy(n):
    return C * (3 * pi**2 * n)**(2 / 3)


def lambert_value(a):
    return lambertw((a / astar)**(2 / 3)).real


def cold_density(a):
    return nstar * lambert_value(a)**1.5


def dilute_density(a):
    return np.sqrt(S * Nc * a * np.exp(-h / kT))


def thermal_electrons(eta):
    # Integrate density of states times Fermi occupation, with E = kT*t^2.
    t = np.linspace(0, np.sqrt(max(eta, 0) + 45), 5001)
    y = 2 * t**2 * np.exp(-np.logaddexp(0, t**2 - eta))
    integral = (t[1] - t[0]) * (y.sum() - 0.5 * (y[0] + y[-1]))
    return (kT / C)**1.5 / (2 * pi**2) * integral


def thermal_density(a):
    def balance(eta):
        return np.log(thermal_electrons(eta) / S) + h / kT + eta - np.log(a)
    return thermal_electrons(brentq(balance, -60, 60, xtol=1e-12))


def solve_density(chemical_energy, a):
    def balance(log_n):
        n = np.exp(log_n)
        return log_n - np.log(S) + (h + chemical_energy(n)) / kT - np.log(a)
    return np.exp(brentq(balance, np.log(1e-14), np.log(0.9 * S), xtol=1e-13))


def log_slope(function, a, step=0.01):
    up, down = function(a * np.exp(step)), function(a * np.exp(-step))
    return np.log(up / down) / (2 * step)


a_main = 1.0
N = cold_density(a_main)
W = lambert_value(a_main)
EF = fermi_energy(N)
kF = (3 * pi**2 * N)**(1 / 3)
ell = np.log(a_main / astar)
s = 2 * ell / 3
lead = (kT * ell / C)**1.5 / (3 * pi**2)
N_thermal = thermal_density(a_main)

# Sum over all donor numbers in a finite box with explicit electron levels.
volume = 20000 / N
box = volume**(1 / 3)
integers = np.arange(-20, 21)
ix, iy, iz = np.meshgrid(integers, integers, integers, indexing="ij")
squares = (ix**2 + iy**2 + iz**2).ravel()
squares = np.sort(squares[squares <= 400])
levels = np.repeat(C * (2 * pi / box)**2 * squares, 2)
total_energy = np.concatenate(([0.0], np.cumsum(levels)))
number = np.arange(total_energy.size)
sites = S * volume
log_weight = (gammaln(sites + 1) - gammaln(number + 1)
              - gammaln(sites - number + 1)
              + number * (np.log(a_main) - h / kT) - total_energy / kT)
weight = np.exp(log_weight - log_weight.max())
N_box = (number * weight).sum() / weight.sum() / volume
assert abs(N_box / N - 1) < 0.01  # finite-box shell effects

# Dilute and degenerate regimes, from Fermi-Dirac quadrature.
a_low = 1e-10
slope_low = log_slope(thermal_density, a_low)
slope_main = log_slope(thermal_density, a_main)
power_thermal = ell * slope_main
power_formula = 1.5 * s / (1 + W)
assert abs(thermal_density(a_low) / dilute_density(a_low) - 1) < 0.01
assert abs(slope_low - 0.5) < 0.002
assert abs(slope_main * (1 + W) - 1) < 0.03  # omitted thermal terms
assert abs(power_thermal / power_formula - 1) < 0.03
thermal_estimate = pi**2 / 12 * kT / EF / (1 + W)
assert abs((N_thermal / N - 1) / thermal_estimate - 1) < 0.12

# Approach to the three-halves law, solving the logarithmic balance directly.
ratios = []
for log_activity in (10.0, 100.0, 1000.0, 10000.0):
    target = 2 * log_activity / 3
    root = brentq(lambda u: u + np.log(u) - target, 1e-9, target + 1)
    assert target - np.log(target) <= root <= target
    ratios.append((log_activity, (root / target)**1.5))
assert all(x[1] < y[1] for x, y in zip(ratios, ratios[1:]))
assert ratios[-1][1] > 0.99


# Estimates of neglected energy terms.
def two_band_energy(n):
    return gap / 2 * (np.sqrt(1 + 4 * fermi_energy(n) / gap) - 1)


def exchange_shift(n):
    return -coulomb * (3 * pi**2 * n)**(1 / 3) / (pi * eps)


def screening_wavevector(n):
    return np.sqrt(4 * pi * coulomb / eps * 1.5 * n / fermi_energy(n))


def ion_energy(n):
    return -coulomb * screening_wavevector(n) / (2 * eps)


def ion_shift(n):
    return 7 / 6 * ion_energy(n)


coupling = np.sqrt(C * gap) * kF
two_band = np.linalg.eigvalsh([[0, coupling], [coupling, -gap]])[-1]
assert abs(two_band - two_band_energy(N)) < 1e-10
exchange_integral = quad(lambda k: k * np.log((1 + k) / (1 - k)), 0, 1)[0]
exchange_direct = -coulomb * kF / (pi * eps) * exchange_integral
assert abs(exchange_direct / exchange_shift(N) - 1) < 1e-6
qs = screening_wavevector(N)
induced = -2 / pi * quad(lambda k: qs**2 / (k**2 + qs**2), 0, np.inf)[0]
assert abs(coulomb * induced / (2 * eps) / ion_energy(N) - 1) < 1e-6
dn = 1e-4 * N
ion_derivative = ((N + dn) * ion_energy(N + dn)
                  - (N - dn) * ion_energy(N - dn)) / (2 * dn)
assert abs(ion_derivative / ion_shift(N) - 1) < 1e-6


def combined_energy(n):
    return two_band_energy(n) + exchange_shift(n) + ion_shift(n)


N_sites = solve_density(
    lambda n: fermi_energy(n) - kT * np.log(1 - n / S), a_main)
N_band = solve_density(two_band_energy, a_main)
N_exchange = solve_density(
    lambda n: fermi_energy(n) + exchange_shift(n), a_main)
N_ion = solve_density(lambda n: fermi_energy(n) + ion_shift(n), a_main)
N_combined = solve_density(combined_energy, a_main)
power_combined = ell * log_slope(
    lambda a: solve_density(combined_energy, a), a_main)


# Neutrality with doubly negative vacancies on the cation sites.
def compensated_state(vacancy_energy):
    def densities(energy):
        electrons = (energy / C)**1.5 / (3 * pi**2)
        donors = S * a_main * np.exp(-(h + energy) / kT)
        vacancies = S * np.exp(-(vacancy_energy - 2 * energy) / kT)
        return donors, electrons, vacancies

    def charge(energy):
        donors, electrons, vacancies = densities(energy)
        return donors - electrons - 2 * vacancies
    energy = brentq(charge, 1e-8, 2.0, xtol=1e-13)
    return energy, *densities(energy)


EF_comp, N_comp, n_comp, V_comp = compensated_state(vacancy_h)
vacancy_threshold = 2 * EF + kT * np.log(2 * S / (0.10 * N))
_, N_threshold, n_threshold, V_threshold = compensated_state(vacancy_threshold)
assert 2 * V_threshold / n_threshold < 0.10
assert abs(compensated_state(5.0)[1] / N - 1) < 1e-6
assert N_comp > N and n_comp < N

Nv = 2 * (hole_mass * kT / (4 * pi * hb2_2m))**1.5
holes = Nv * np.exp(-(gap + EF) / kT)
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
donor_radius = bohr * eps / mass
pair_distance = lattice / np.sqrt(2)
pair_energy = (-2 * coulomb / (eps * pair_distance)
               * np.exp(-qs * pair_distance))

print(f"Input mass: electron {mass:.2f}, hole {hole_mass:.2f} m_e")
print(f"Input gap {gap:.2f} eV; dielectric constant {eps:.1f}")
print(f"Input lattice constant {lattice:.2f} angstrom; T {temp:.0f} K")
print(f"Input donor free energy h {h:.2f} eV; kT {kT:.5f} eV")
print(f"hbar^2/(2m) {C:.4f} eV angstrom^2")
print(f"Site density S {S:.5e} angstrom^-3")
print(f"nstar {nstar:.4e} angstrom^-3; Nc {Nc:.4e} angstrom^-3")
print(f"astar {astar:.4e}; ln(1/astar) {ell:.4f}; s {s:.4f}")
print(f"Dilution window upper scale (S/nstar)^(2/3) {(S/nstar)**(2/3):.2f}")
print(f"At a=1: Lambert W {W:.4f}; Fermi energy {EF:.4f} eV")
print(f"At a=1: EF/kT {EF/kT:.3f}; kF {kF:.5f} angstrom^-1")
print(f"Main donor density {N:.4e} angstrom^-3 = {N*1e24:.4e} cm^-3")
print(f"Occupied site fraction N/S {N/S:.4e}")
print(f"Finite-box donor density {N_box:.4e} angstrom^-3")
print(f"Leading-log density {lead:.4e} angstrom^-3; ratio to main {lead/N:.3f}")
print(f"Square-root-law density {dilute_density(1):.4e} angstrom^-3")
print(f"Square-root-law density / main density {dilute_density(1)/N:.3f}")
print("Densities in angstrom^-3: activity, thermal, cold, square-root")
for a in (1e-10, 1e-6, 1e-4, 1e-2, 1e-1, 1.0):
    print(f"  {a:.0e}  {thermal_density(a):.4e}  {cold_density(a):.4e}"
          f"  {dilute_density(a):.4e}")
print(f"Thermal d ln N/d ln a: at 1e-10 {slope_low:.4f}; at 1 {slope_main:.4f}")
print(f"Cold slope 1/(1+W) at a=1 {1/(1+W):.4f}")
print(f"Power in ln(a/astar): thermal {power_thermal:.4f}, "
      f"cold {power_formula:.4f}")
for log_activity, ratio in ratios:
    print(f"Formal ln(a/astar)={log_activity:.0f}: N/leading {ratio:.5f}")
print(f"Thermal change of N {100*(N_thermal/N-1):.3f} %; "
      f"estimate {100*thermal_estimate:.3f} %")
print(f"Site-exclusion change of N {100*(N_sites/N-1):.4f} %")
print(f"Two-band energy at main N {two_band_energy(N):.4f} eV; "
      f"N ratio {N_band/N:.3f}")
print(f"Exchange shift at main N {exchange_shift(N):.4f} eV; "
      f"N ratio {N_exchange/N:.3f}")
print(f"Ion-screening shift at main N {ion_shift(N):.4f} eV; "
      f"N ratio {N_ion/N:.3f}")
print(f"Three shifts together: N {N_combined:.4e} angstrom^-3; "
      f"ratio {N_combined/N:.3f}")
print(f"Three shifts together: power in ln(a/astar) {power_combined:.3f}")
print(f"Screening length {1/qs:.2f} angstrom; hole density {holes:.2e} "
      "angstrom^-3")
print(f"Donor radius {donor_radius:.2f} angstrom; N^(1/3)*radius "
      f"{N**(1/3)*donor_radius:.3f}")
print(f"Vacancy energy for 10 % charge estimate {vacancy_threshold:.4f} eV")
print(f"At that energy: solved 2V/n {2*V_threshold/n_threshold:.4f}; "
      f"N ratio {N_threshold/N:.4f}")
print(f"Chosen vacancy energy {vacancy_h:.2f} eV; EF {EF_comp:.4f} eV")
print(f"Compensated donor density {N_comp:.4e} angstrom^-3; "
      f"ratio {N_comp/N:.3f}")
print(f"Compensated electron density {n_comp:.4e} angstrom^-3; "
      f"ratio {n_comp/N:.3f}")
print(f"Compensating vacancy density {V_comp:.4e} angstrom^-3")
print(f"Screened donor-vacancy attraction {pair_energy:.3f} eV")
print(f"With donors frozen in, EF(cold)/kT at 300 K {EF/(kB*300):.2f}")
print("verified")
```

Output:

```
Input mass: electron 0.10, hole 0.60 m_e
Input gap 1.50 eV; dielectric constant 10.0
Input lattice constant 6.48 angstrom; T 600 K
Input donor free energy h -0.10 eV; kT 0.05170 eV
hbar^2/(2m) 38.0998 eV angstrom^2
Site density S 1.47006e-02 angstrom^-3
nstar 3.1018e-06 angstrom^-3; Nc 2.2445e-06 angstrom^-3
astar 3.0501e-05; ln(1/astar) 10.3977; s 6.9318
Dilution window upper scale (S/nstar)^(2/3) 282.15
At a=1: Lambert W 5.2698; Fermi energy 0.4087 eV
At a=1: EF/kT 7.905; kF 0.10357 angstrom^-1
Main donor density 3.7524e-05 angstrom^-3 = 3.7524e+19 cm^-3
Occupied site fraction N/S 2.5526e-03
Finite-box donor density 3.7346e-05 angstrom^-3
Leading-log density 5.6609e-05 angstrom^-3; ratio to main 1.509
Square-root-law density 4.7776e-04 angstrom^-3
Square-root-law density / main density 12.732
Densities in angstrom^-3: activity, thermal, cold, square-root
  1e-10  4.7758e-09  1.0166e-11  4.7776e-09
  1e-06  4.6078e-07  8.8412e-08  4.7776e-07
  1e-04  3.6157e-06  2.6420e-06  4.7776e-06
  1e-02  1.5521e-05  1.4718e-05  4.7776e-05
  1e-01  2.5598e-05  2.4893e-05  1.5108e-04
  1e+00  3.8159e-05  3.7524e-05  4.7776e-04
Thermal d ln N/d ln a: at 1e-10 0.4998; at 1 0.1562
Cold slope 1/(1+W) at a=1 0.1595
Power in ln(a/astar): thermal 1.6237, cold 1.6584
Formal ln(a/astar)=10: N/leading 0.65884
Formal ln(a/astar)=100: N/leading 0.90841
Formal ln(a/astar)=1000: N/leading 0.98543
Formal ln(a/astar)=10000: N/leading 0.99802
Thermal change of N 1.692 %; estimate 1.659 %
Site-exclusion change of N -0.0407 %
Two-band energy at main N 0.3342 eV; N ratio 1.340
Exchange shift at main N -0.0475 eV; N ratio 1.159
Ion-screening shift at main N -0.0419 eV; N ratio 1.136
Three shifts together: N 7.2585e-05 angstrom^-3; ratio 1.934
Three shifts together: power in ln(a/astar) 1.906
Screening length 20.03 angstrom; hole density 3.06e-21 angstrom^-3
Donor radius 52.92 angstrom; N^(1/3)*radius 1.772
Vacancy energy for 10 % charge estimate 1.2810 eV
At that energy: solved 2V/n 0.0880; N ratio 1.0734
Chosen vacancy energy 1.00 eV; EF 0.3497 eV
Compensated donor density 1.1748e-04 angstrom^-3; ratio 3.131
Compensated electron density 2.9698e-05 angstrom^-3; ratio 0.791
Compensating vacancy density 4.3891e-05 angstrom^-3
Screened donor-vacancy attraction -0.500 eV
With donors frozen in, EF(cold)/kT at 300 K 15.81
verified
```
